# Cell-size and time-step errors of DSMC heat conduction in rarefied gases

## The result

Direct simulation Monte Carlo (DSMC) moves atoms freely for a time $\tau$, then lets randomly chosen pairs inside each cell collide. For a dilute hard-sphere gas its bulk thermal conductivity is

$$\kappa_{\rm DSMC}=\kappa+nk\nu\left[\frac{L^2}{12}+\frac{kT}{m}\frac{\tau^2}{9}\right]+\text{higher order}.\tag{1}$$

Here $\kappa$ is the Boltzmann conductivity, $n$ the number density, $m$ the atomic mass, $\nu$ the mean collision rate of one atom, and $L$ the cell length along the temperature gradient. Both errors are positive: coarse cells and long steps make the gas conduct too well.

Equation (1) assumes many simulated atoms per cell, a small temperature change over a mean free path $\lambda$, and $L\ll\lambda$, $\nu\tau\ll1$. The heat flux must be the energy really transported. It can be counted at walls, or sampled at the midpoint of the free move if the energy that collisions carry across the cells is added. The law describes the bulk, not the layers next to walls.

Below, $n=m=k=T=\lambda=1$, so speeds are in units of $c=\sqrt{kT/m}$ and times in $\lambda/c$. The mean speed is $\sqrt{8/\pi}$, hence $\nu=\sqrt{8/\pi}=1.596$.

## Two atoms in one cell

Put atoms 1 and 2 at positions $s_1,s_2$ in a cell, with local temperature $1+Gs$ and uniform pressure. The density is then $1-Gs$ to first order, and the Maxwellian $F$ is multiplied by

$$1-Gs+Gs\left(\frac{v^2}{2}-\frac32\right)=1+Gs\,\chi,\qquad \chi=\frac{v^2}{2}-\frac52 .$$

DSMC lets the two collide although they are apart. If atom 1 gains energy $\Delta$, atom 2 loses it, and energy $\Delta$ has jumped the distance $s_1-s_2$.

To find the mean gain, let $\langle\cdot\rangle$ be the average over equilibrium collisions, and $\epsilon_i=v_i^2/2$. Since $\langle\Delta\rangle=0$, the constant in $\chi$ drops out and the mean gain is $G\langle\Delta(s_1\epsilon_1+s_2\epsilon_2)\rangle$. Exchanging the labels reverses $\Delta$ but not the total energy, so $\langle\Delta(\epsilon_1+\epsilon_2)\rangle=0$. The mean gain is therefore $G(s_1-s_2)\langle\Delta\,\epsilon_1\rangle$. Collisions leave equilibrium unchanged, $\langle\epsilon_1'^2\rangle=\langle\epsilon_1^2\rangle$, so

$$\langle\Delta^2\rangle=2\langle\epsilon_1^2\rangle-2\langle\epsilon_1\epsilon_1'\rangle=-2\langle\epsilon_1\Delta\rangle .$$

Now write $\mathbf v_{1,2}=\mathbf V\pm\mathbf g/2$. A hard-sphere collision turns $\mathbf g$ into $\mathbf g'$ of equal length and random direction, so $\Delta=\tfrac12\mathbf V\cdot(\mathbf g'-\mathbf g)$. Each component of $\mathbf V$ has variance $\tfrac12$, and $\langle|\mathbf g'-\mathbf g|^2\rangle=2\langle g^2\rangle$. Colliding pairs have relative speeds distributed as $g^3e^{-g^2/4}$; with $y=g^2/4$ the weight is $ye^{-y}$, so $\langle g^2\rangle=4\cdot2=8$. Thus

$$\langle\Delta^2\rangle=\frac14\cdot\frac12\cdot2\cdot8=2,\qquad \text{mean gain of atom 1}=-G(s_1-s_2).$$

Each collision carries, on average, $-G(s_1-s_2)^2$ of energy times distance. For independent uniform positions $\langle(s_1-s_2)^2\rangle=2\cdot L^2/12=L^2/6$. There are $\nu/2$ collisions per unit volume and time, since each involves two atoms. The extra flux is

$$q_c=-G\,\frac{\nu}{2}\,\frac{L^2}{6}=-G\,\frac{\nu L^2}{12},$$

which is the first error in (1). Energy takes a free ride across part of the cell.

## One relaxation rate, one time step

For the time step, first take a gas whose heat-flux mode $\psi=v_x\chi$ relaxes at a single rate $\omega$. In a steady gradient, the relative deviation from $F$, divided by $G$, is $x\chi+b\psi$ at the midpoint of a move. Follow one cycle:

1. Half a move replaces $x$ by $x-v_x\tau/2$, giving $x\chi+(b-\tau/2)\psi$.
2. Collisions leave $x\chi$ alone, because it is a sum of conserved quantities, and multiply the rest by $E=e^{-\omega\tau}$.
3. The second half move subtracts $\tau/2$ again.

A steady state reproduces $b$:

$$b=E\left(b-\frac\tau2\right)-\frac\tau2
\quad\Rightarrow\quad b=-\frac\tau2\,\frac{1+E}{1-E}=-\frac\tau2\coth\frac{\omega\tau}{2}.$$

The flux is $q=Gb\langle\psi^2\rangle_F$, the average now being over $F$. With $\langle v^2\rangle=3$, $\langle v^4\rangle=15$, $\langle v^6\rangle=105$,

$$\langle\psi^2\rangle_F=\frac13\left\langle v^2\left(\frac{v^2}{2}-\frac52\right)^2\right\rangle_F=\frac13\left(\frac{105}{4}-\frac{75}{2}+\frac{75}{4}\right)=\frac52 .$$

Using $\coth y=1/y+y/3-\dots$,

$$\kappa(\tau)=\frac52\,\frac\tau2\coth\frac{\omega\tau}2=\frac52\left(\frac1\omega+\frac{\omega\tau^2}{12}-\dots\right).\tag{2}$$

There is no linear term. In the opposite limit, $\omega\tau\gg1$, the hyperbolic cotangent tends to one and $\kappa\to5\tau/4$. The step then plays the part of the free time, and the quadratic law has failed.

The sampling time matters. Just after the full move the coefficient is $b-\tau/2$; just after collisions it is $b+\tau/2$. The apparent conductivities are $\kappa(\tau)\pm5\tau/4$, with first-order errors. At time $t'$ from the midpoint the coefficient is $b-t'$, and its mean over $-\tau/2<t'<\tau/2$ is $b$. Energy counted at walls therefore gives the symmetric value without any special sampling.

## The rate for hard spheres

Let $\Lambda$ be the linearised collision operator, positive for decay, and $(f,g)=\langle fg\rangle_F$. Exchanging partners and exchanging the states before and after a collision gives

$$(f,\Lambda f)=\frac\nu4\left\langle(f_1'+f_2'-f_1-f_2)^2\right\rangle .$$

For $\mathbf f=\mathbf v\chi$ the pair sum is

$$\mathbf v_1\chi_1+\mathbf v_2\chi_2=\mathbf V\left(V^2+\frac{g^2}{4}-5\right)+\frac12\mathbf g(\mathbf V\cdot\mathbf g).$$

The first term does not change. The squared change of the second, averaged over $\mathbf V$ with $\langle V_iV_j\rangle=\delta_{ij}/2$, is

$$\frac14\left[\frac{g^4}{2}+\frac{g^4}{2}-(\mathbf g\cdot\mathbf g')^2\right]=\frac{g^4}{4}(1-\cos^2\theta)\;\to\;\frac{g^4}{6},$$

the last step averaging over direction. With the weight $ye^{-y}$, $\langle g^4\rangle=16\cdot3!=96$, so the mean squared change is 16. One component carries a third of it:

$$(\psi,\Lambda\psi)=\frac\nu4\cdot\frac{16}{3}=\frac{4\nu}{3},\qquad \omega=\frac{4\nu/3}{5/2}=\frac{8\nu}{15}.$$

The error in (2) becomes $\tfrac52\cdot\tfrac{8\nu}{15}\cdot\tfrac{\tau^2}{12}=\nu\tau^2/9$, the second term of (1). Quadrature over collisions gives $\omega/\nu=0.533333$, as derived.

The single rate gives $\kappa\approx5/(2\omega)=2.937$. Hard spheres have a spectrum of rates, and the converged value is $\kappa=3.012$. Relative to it, the two errors in (1) are $0.0442\,(L/\lambda)^2$ and $0.0589\,(c\tau/\lambda)^2$.

## The general argument for cells

In DSMC an atom at $x$ meets partners drawn from its whole cell. The collision term therefore contains the product of the local distribution $f(x,\mathbf v)$ and the cell mean $\bar f(\mathbf v_1)$. Write $f=F(1+h)$ and split $h$ into its cell mean $\bar h$ and the deviation $h-\bar h$. The mean part is present in both partners and decays with $\Lambda$. The deviation sits on one partner and decays with the tagged-atom operator $\Lambda_s$, which keeps only $h(\mathbf v)-h(\mathbf v')$ for that atom. For short steps the steady state obeys

$$v_x\partial_xh=-\Lambda\bar h-\Lambda_s(h-\bar h).$$

Let $x=x_c+s$, with $x_c$ the cell centre, and try

$$h=G\left[(x_c+s)\chi+B(\mathbf v)+\phi(s,\mathbf v)\right],$$

where $\phi$ repeats from cell to cell and has zero cell mean. Since $\Lambda\chi=0$,

$$v_x\chi+v_x\partial_s\phi=-\Lambda B-\Lambda_s(s\chi+\phi).$$

Averaging over the cell removes $\partial_s\phi$ by periodicity, and $s$ and $\phi$ by their zero means. What remains is $\Lambda B=-\psi$, the ordinary Boltzmann problem. The cell-averaged flux carried by moving atoms, $G(\psi,B)=-G\kappa$, does not depend on $L$ at a given gradient.

The error is the flux $J_c(s)$ carried by collisions. It vanishes at the cell edges, because no pair spans an edge. If $S(s)$ is the energy collisions deposit at $s$, then $J_c'=-S$, and integration by parts gives

$$\frac1L\int J_c\,ds=\frac1L\int sS\,ds=-\frac GL\int s\,(\epsilon,\Lambda_s(s\chi+\phi))\,ds .$$

For one tagged atom $(\epsilon,\Lambda_s\chi)=\tfrac\nu2\langle\Delta^2\rangle=\nu$. Dropping $\phi$ and using $\int s^2ds/L=L^2/12$ returns the two-atom result.

To keep $\phi$, subtract $\Lambda B=-\psi$ to get $v_x\partial_s\phi=-\Lambda_s(s\chi+\phi)$ and expand $s$ in sines with $q=2\pi j/L$, $j=1,2,\dots$. Their mean squares are $2/q^2$ and sum to $L^2/12$. Solving mode by mode,

$$\kappa_c=\sum_q\frac2{q^2}\left[\nu-{\rm Re}\left(w,(\Lambda_s+iqv_x)^{-1}w\right)\right],\qquad w=\Lambda_s\chi.\tag{3}$$

If $u=(\Lambda_s+iqv_x)^{-1}w$, the subtracted real part equals $(u,\Lambda_su)\ge0$ for complex $u$ with the usual conjugation. Within this linear model with short steps, $\nu L^2/12$ is thus an upper bound on the cell error. The correction comes mainly from atoms too slow to leave the cell before colliding, $|v_x|\lesssim\nu L$. In short cells their fraction is proportional to $L/\lambda$, and so is the relative correction, though with a smaller prefactor. A truncated polynomial evaluation of (3) gives 0.945 of the quadratic law at $L=\lambda$ and 0.852 at $L=2\lambda$. These factors are too high by about 0.04, because polynomials of limited degree resolve the slow atoms poorly. With the exact scattering kernel on a speed grid, (3) converges to 0.901 and 0.813, and in short cells the relative correction is close to $0.10\,L/\lambda$.

## The general argument for the step

Replace the number $\omega$ by the operator $\Lambda$. The same three moves give

$$B=e^{-\Lambda\tau}\left(B-\frac\tau2\psi\right)-\frac\tau2\psi,\qquad
\kappa(\tau)=\left(\psi,\frac\tau2\coth\frac{\Lambda\tau}2\,\psi\right).\tag{4}$$

Expansion gives $\kappa+(\tau^2/12)(\psi,\Lambda\psi)=\kappa+\nu\tau^2/9$. The coefficient needs one matrix element, already found, although $\kappa$ itself needs the whole spectrum. Iterating the hard-sphere map to its steady state at $\tau=0.2$ and $0.1$ tests the orders: halving the step divides the midpoint error by 3.998 and the post-move error by 2.028.

With finite cells, a free move shifts $\phi$ but preserves its periodicity and zero mean, so (4) still governs the cell mean. The collision transfer uses $(1-e^{-\Lambda_s\tau})/\tau=\Lambda_s+O(\tau)$. Atoms that move nearly a whole number of cells per step behave like the slow atoms; their fraction is estimated as at most of order $\nu\tau$, and it is far smaller when the step is much shorter than the time to cross a cell. The two errors therefore add at second order, with mixed corrections beyond it.

## The algorithm

The collision stage must realise $e^{-\Lambda\tau}$. Divide it into sweeps of duration $\delta$. In each sweep:

1. Number the $N_c$ atoms of a cell $0,\dots,N_c-1$ and draw a random integer $a$ in that range.
2. Pair atom $j$ with atom $(a-j)\bmod N_c$. The pairing is mutual; an atom paired with itself sits out.
3. Let a pair collide with probability $n_c\sigma g\delta$, where $\sigma=\pi d^2$, $d$ is the atomic diameter and $n_c$ the cell density. Choose $\delta$ so small that this practically never exceeds one.
4. For a collision, keep $\mathbf V$ and $g$, and draw a random direction for $\mathbf g'$.

Every possible partner is drawn with probability $1/N_c$, so the pair rate is right. One sweep acts on small deviations as $1-\Lambda\delta$. If the number $K$ of sweeps is Poisson distributed with mean $\mu=\tau/\delta$, then

$$\sum_K e^{-\mu}\frac{\mu^K}{K!}(1-\Lambda\delta)^K=e^{-\mu}e^{\mu(1-\Lambda\delta)}=e^{-\Lambda\tau}.$$

Independent draws in successive steps make the mean deviation obey (4). A single sweep with $\delta=\tau$ would instead give $B=(1-\Lambda\tau)(B-\tau\psi/2)-\tau\psi/2$, hence $B=-(\Lambda^{-1}-\tau/2)\psi$ and a conductivity error $-5\tau/4$. At $\tau=0.1$ this is $-0.125$, a first-order error despite the symmetric splitting.

An atom reaching a diffuse wall at temperature $T_w$ is re-emitted. Its normal speed has density proportional to $u\,e^{-u^2/2T_w}$, so $u=\sqrt{-2T_w\ln U}$ with $U$ uniform on $(0,1)$. Its tangential components are Gaussian with variance $T_w$. It then flies for the rest of the step.

## What coarse simulations show

Two runs used a gap of $16\lambda$ between walls at temperatures 1.4 and 0.6. Because $\kappa\propto\sqrt T$, the local conductivity was found from the wall flux and the slope of $T^{3/2}$ in the middle half.

**Long step.** With $\tau=1.9$ and $L=0.5$, the step in local units was 1.839. By hand, $\omega\tau/2=0.5333\times1.596\times1.839/2=0.783$, and $0.783\coth0.783=1.196$. The single-rate excess is $0.196\times2.937=0.576$, or 0.191 of the converged $\kappa$. The short-step cell formula adds about 0.01, for a conductivity ratio of 1.201. It overstates the transfer at so long a step: keeping the finite step in the cell term, the cells add about 0.0045 and the ratio is 1.195; the simulation gave 1.194, with a relative standard error of 1.3% from the wall flux.

In the same run the flux sampled after moves was 0.223 and after collisions 0.049, while the walls recorded 0.137. The difference of the samples, 0.174, agrees with the predicted 0.176. Their mean, 0.136, is close to the wall value.

**Long cells.** With $L=2$ and $\tau=0.3$, the local cell length was $1.94\lambda$. The theory, with the truncated evaluation of (3), gives 1.148, the simulation 1.097. The gap of 0.051 is almost three times the 1.65% error of the wall flux; the fitted temperature slope adds an error that was not estimated, while the truncation raises the predicted ratio by 0.007 and the neglect of the finite step in the cell term by another 0.004, which together explain only about a fifth of the gap. The energy flux carried by collisions, counted directly, was 0.0150 against 0.0166 from the truncated evaluation, about 10% lower. Most of that difference lies in the prediction: the converged (3) gives 0.0158, and 0.0153 once the finite step is kept. The run shows the transfer and its approximate size, but it does not fix the coefficient closely. One cell length cannot establish the power of $L$ either; that rests on the derivation.

## Argon in a micrometre gap

Take argon at 100 Torr and 300 K, with a rough hard-sphere diameter of 0.37 nm, between plates 1 µm apart at 330 and 270 K. The density is $n=p/kT=3.219\times10^{18}$ cm⁻³, so

$$\lambda=\frac1{\sqrt2\,\pi d^2n}=511\ {\rm nm},\qquad \frac{H}{\lambda}=\frac{1000}{510.8}=1.96 .$$

With $c=249.9$ m/s, $\kappa=3.012\,nkc\lambda=17.1$ mW/(m K), which is 4 to 5% below the 17.8 to 18.0 of common Lennard-Jones models of argon. Fourier's law without temperature jumps would give $\kappa\Delta T/H=102.5$ W/cm².

The collisionless limit is also simple. Equal particle fluxes $n\sqrt{kT/2\pi m}$ cross each way, and an emitted atom carries mean energy $2kT_w$. To first order in $\Delta T$,

$$q_{\rm fm}=2k\Delta T\,n\sqrt{\frac{kT}{2\pi m}}=\sqrt{\frac2\pi}\;nkc\,\Delta T=53.2\ {\rm W/cm^2}.$$

For the actual gap an independent value comes from solving $v_x\partial_xh=-\Lambda h$. Split $h$ into parts $e$ and $o$, even and odd in $v_x$. At the hot wall on the right a fraction $\alpha$ of atoms leaves with the wall distribution $w$, and the rest reflects specularly. For leaving atoms, $v_x<0$,

$$e+o=\alpha w+(1-\alpha)(e-o).$$

Solving for $o$ and reversing its sign for arriving atoms gives $o=\frac{\alpha}{2-\alpha}(e-w)$ at $v_x>0$. The density in $w$ follows from zero net particle flux, and antisymmetry gives $e=0$ at mid-gap. A polynomial expansion in velocity turns this into linear equations.

For $\alpha=1$ this slab solution gives 32.8 W/cm². The last digit is not converged: on a velocity grid that resolves the discontinuity at the walls the value is 32.7. DSMC, with 83.3 nm cells and 0.327 ns steps, gives $32.7\pm0.4$ W/cm² (one standard error). They agree within the noise, at less than a third of the Fourier value.

For a 1% bulk error from cells alone, $L=\lambda\sqrt{0.01/0.0442}=243$ nm from the quadratic law, or about 250 nm with the correction in (3). From the step alone, $\tau=(\lambda/c)\sqrt{0.01/0.0589}=0.84$ ns. These limits hold for this gas state and for small gradients. In a gap of two mean free paths they are guides, since wall layers fill it.

The case resembles a micro-Pirani pressure gauge, in which a heated element loses heat through a narrow gas gap. Real surfaces do not fully accommodate the gas: $\alpha=0.9$ at both plates lowers the slab flux by 12.5%, far more than the numerical errors here. A real gauge also has edges and supports, which this one-dimensional model omits. A conductivity rising roughly as $T^{0.8}$ instead of $T^{0.5}$ would be 2.9% higher at the hot plate. Black-body radiation adds 0.037 W/cm². Multiplying it by the square of a refractive index of 3.4 gives 0.43 W/cm², about 1.3% of the gas flux. This is the vanishing-gap limit of near-field exchange between transparent dielectrics of that index; at 1 µm the exchange is about 0.11 W/cm². It is not a bound for all surfaces. The excluded-volume parameter $2\pi nd^3/3$ is $3.4\times10^{-4}$, so the dilute-gas assumption is sound. The remaining values are in the numerical output below.

## Calculated quantities

```
REDUCED UNITS: mean free path, sqrt(kT/m), n k
mean collision rate nu                 1.5958
heat-flux rate / nu                    0.533333
tagged energy rate / nu                0.666667
kappa, first approximation             2.9375
kappa, converged                       3.0115
L^2 coefficient / kappa                0.04416
tau^2 coefficient / kappa              0.05888
error ratio on halving tau, midpoint   3.998
error ratio on halving tau, post-move  2.028
one Euler sweep, tau=0.1: kappa error  -0.1250
cell term / L^2 law at L=1             0.945
cell term / L^2 law at L=2             0.852
COARSE STEP RUN: width 16, L 0.5, walls T 1.4 and 0.6
time step tau                          1.90
tau in local units                     1.839
kappa ratio, DSMC                      1.194
kappa ratio, theory                    1.201
wall flux relative standard error      0.0134
flux sampled after move                0.2229
flux sampled after collisions          0.0491
flux at walls                          0.1373
sampling difference, theory            0.1755
COARSE CELL RUN: width 16, tau 0.3, walls T 1.4 and 0.6
cell length L                          2.00
L in local mean free paths             1.940
kappa ratio, DSMC                      1.097
kappa ratio, theory                    1.148
wall flux relative standard error      0.0165
flux carried by collisions, DSMC       0.0150
flux carried by collisions, theory     0.0166
ARGON GAP
pressure 100 Torr, gap 1000 nm, diameter 0.37 nm
plates 330 K and 270 K, mean 300 K
number density                         3.219e+18 cm^-3
mean free path                         510.8 nm
gap / mean free path                   1.958
speed unit sqrt(kT/m)                  249.9 m/s
conductivity                           17.08 mW/(m K)
DSMC cell length                       83.3 nm
DSMC time step                         0.327 ns
heat flux, DSMC                        32.65 W/cm^2
its standard error                     0.40 W/cm^2
heat flux, slab solution               32.82 W/cm^2
heat flux, Fourier without jumps       102.49 W/cm^2
heat flux, free molecular              53.16 W/cm^2
cell length for 1% error in kappa      243 nm
time step for 1% error in kappa        0.842 ns
NEGLECTED EFFECTS
accommodation 0.9: flux change         -12.5 %
kappa ~ T^0.8 not T^0.5, at hot plate  2.9 %
black-body radiation                   0.0371 W/cm^2
times index squared (index 3.4)         0.429 W/cm^2
excluded volume 2 pi n d^3/3           3.41e-04
```
